# Comment on estimating pinhole leakage from the open area

**The argument under review**

The manuscript considers a 25 nm alumina film, grown by atomic layer deposition on 100 µm PET, with 100 pinholes per cm² of radius 0.5 µm. The authors reason as follows. Alumina blocks water vapour, so vapour enters only through the holes. The holes expose a fraction \(7.9\times10^{-7}\) of the polymer. Bare polymer transmits about 5 g m⁻² day⁻¹, so the coated sheet should transmit \(3.9\times10^{-6}\) g m⁻² day⁻¹. As their limit is \(10^{-4}\) g m⁻² day⁻¹, they dismiss the pinholes.

The open fraction is computed correctly. The doubtful step is the next one, which assigns to each exposed patch the flux of bare polymer. Is that flux still the right one when the surroundings of the patch are sealed?

**What the argument assumes**

Let \(u\) be the vapour activity, scaled to 1 at the hole mouth and 0 on the back face, which is kept dry. Activity, unlike concentration, is continuous at the polymer surface. In steady state, with constant isotropic permeability, the flux is \(-\Pi\nabla u\) and \(\nabla^2u=0\). In bare polymer of thickness \(L\), \(u=1-z/L\), so the transmission rate is \(W_0=\Pi/L\), or \(\Pi=LW_0\).

The estimate \(\pi a^2W_0\) for a hole of radius \(a\) keeps this linear profile below the hole. Vapour would then descend in a straight column of radius \(a\) and length \(L\). But the polymer beside the column lies under sealed film and has a lower activity, so vapour also flows sideways. For \(a\ll L\) the column has far more side wall than cross-section, and this flow cannot be ignored.

Scaling shows the consequence. In a very deep polymer \(a\) is the only length, so \(u\) depends on \(r/a\) and \(z/a\) alone. Its gradient at the hole scales as \(1/a\), the hole area as \(a^2\), and the flow as \(\Pi a\). This holds for any fixed hole shape; the numerical factor depends on the shape.

**The circular hole in deep polymer**

Let \(z\) point into the polymer, and set

\[
r=a\sqrt{(1+\xi^2)(1-\eta^2)},\qquad z=a\xi\eta,\qquad \xi\ge0,\quad 0\le\eta\le1 .
\]

The surface \(\xi=0\) is the hole, since there \(z=0\) and \(r\le a\). The surface \(\eta=0\) is the sealed plane, since there \(z=0\) and \(r\ge a\). Differentiation gives

\[
r_\xi=a\xi\sqrt{\frac{1-\eta^2}{1+\xi^2}},\quad z_\xi=a\eta,\quad
r_\eta=-a\eta\sqrt{\frac{1+\xi^2}{1-\eta^2}},\quad z_\eta=a\xi .
\]

Thus \(r_\xi r_\eta+z_\xi z_\eta=-a^2\xi\eta+a^2\xi\eta=0\): the coordinates are orthogonal. Their length factors are

\[
h_\xi=a\sqrt{\frac{\xi^2+\eta^2}{1+\xi^2}},\qquad
h_\eta=a\sqrt{\frac{\xi^2+\eta^2}{1-\eta^2}},\qquad h_\varphi=r .
\]

Try \(u=u(\xi)\). It has no derivative along \(\eta\), so no vapour crosses the sealed plane. Because \(h_\eta h_\varphi/h_\xi=a(1+\xi^2)\), Laplace's equation becomes

\[
\frac{d}{d\xi}\left[(1+\xi^2)\frac{du}{d\xi}\right]=0 .
\]

With \(u=1\) at \(\xi=0\) and \(u\to0\) far away,

\[
u=1-\frac2\pi\arctan\xi,\qquad \frac{du}{d\xi}=-\frac{2}{\pi(1+\xi^2)} .
\]

The flow through any surface of constant \(\xi\) is

\[
Q=\Pi\int_0^{2\pi}\!d\varphi\int_0^1\!d\eta\;\frac{h_\eta h_\varphi}{h_\xi}\left(-\frac{du}{d\xi}\right)
=2\pi\Pi\,a\,\frac2\pi=4\Pi a=4aLW_0 .
\]

The flow is proportional to the radius. Dividing by the manuscript's \(\pi a^2W_0\) gives \(4L/(\pi a)\), which is large for a small hole.

On the axis \(\eta=1\) and \(z=a\xi\), so \(u=1-(2/\pi)\arctan(z/a)\). Activity falls to one half at depth \(a\) and to 0.063 at depth \(10a\). The same \(Q\) crosses every surface of constant \(\xi\), so half the resistance lies between the hole and the surface \(\xi=1\), which reaches only to depth \(a\). The resistance is set near the hole, and the rest of the polymer matters little.

At the hole, \(h_\xi=a\eta=\sqrt{a^2-r^2}\), and the flux density is \(2\Pi/(\pi\sqrt{a^2-r^2})\). It is largest at the rim, where vapour can escape sideways. The singularity is integrable.

**Finite thickness**

Far from the hole \(\xi\approx R/a\), with \(R\) the distance from its centre. Since \(\arctan\xi\approx\pi/2-1/\xi\),

\[
u\approx\frac{2a}{\pi R}=\frac{Q}{2\pi\Pi R}.
\]

To make \(u\) vanish at \(z=L\) while the film stays sealed, place image holes at \(z=2nL\), \(n=\pm1,\pm2,\dots\), with signs \((-1)^n\). At the real hole they add

\[
2\sum_{n=1}^{\infty}(-1)^n\frac{Q}{2\pi\Pi\,(2nL)}=-\frac{Q\ln2}{2\pi\Pi L},
\]

where the leading 2 counts images on both sides. The activity at the hole must still be 1:

\[
1=\frac{Q}{4\Pi a}-\frac{Q\ln2}{2\pi\Pi L}
\quad\Longrightarrow\quad
Q=\frac{4aLW_0}{1-\beta a/L},\qquad \beta=\frac{2\ln2}{\pi}=0.441 .
\]

The neglected variation of the image field across the hole, and the finite size of the images, are smaller than the image term by \((a/L)^2\). The relative error of \(Q\) is therefore of order \((a/L)^3\).

**Where the area rule returns**

For arbitrary \(a/L\), write

\[
u=\int_0^\infty A(k)J_0(kr)\frac{\sinh k(L-z)}{\cosh kL}\,dk,\qquad
A(k)=\int_0^a\varphi(t)\cos kt\,dt .
\]

This vanishes on the back face. The flux density at \(z=0\) is \(\Pi\int_0^\infty kAJ_0(kr)\,dk\), and integration by parts gives

\[
kA=\varphi(a)\sin ka-\int_0^a\varphi'(t)\sin kt\,dt .
\]

Since \(\int_0^\infty\sin(kt)J_0(kr)\,dk=0\) for \(r>t\), the flux vanishes for \(r>a\), as it must.

In the hole, \(\int_0^\infty A\tanh(kL)J_0(kr)\,dk=1\). Three identities turn this into an equation for \(\varphi\):

- \(\tanh kL=1-2/(1+e^{2kL})\);
- \(\int_0^\infty\cos(kt)J_0(kr)\,dk=1/\sqrt{r^2-t^2}\) for \(t<r\), and 0 for \(t>r\);
- \(J_0(kr)=(2/\pi)\int_0^r\cos(kt)\,dt/\sqrt{r^2-t^2}\), which at \(k=0\) also represents the number 1.

The condition becomes

\[
\int_0^r\frac{dt}{\sqrt{r^2-t^2}}\left\{\varphi(t)-\frac2\pi\left[1+\int_0^aK(s,t)\varphi(s)\,ds\right]\right\}=0,
\]

\[
K(s,t)=\int_0^\infty\frac{2\cos ks\,\cos kt}{1+e^{2kL}}\,dk .
\]

It holds for every \(r<a\), and this Abel equation has only the zero solution, so the brace vanishes. Inverting the Hankel transform of the flux at \(k=0\) gives \(Q=2\pi\Pi A(0)=2\pi\Pi\int_0^a\varphi\,dt\).

For small \(a/L\), \(K\approx\ln2/L\) and \(\varphi\) is constant, which reproduces \(\beta\). Numerical solution gives:

| \(a/L\) | \(Q/(4aLW_0)\) | \(Q/(\pi a^2W_0)\) |
|---|---|---|
| 0.05 | 1.02 | 26.0 |
| 0.2 | 1.10 | 6.98 |
| 1 | 1.60 | 2.03 |
| 5 | 4.65 | 1.18 |

A direct finite-volume solution of the diffusion problem, which uses none of these formulas, agrees with the second column to 0.2 % at all four ratios. The simple law \(4aLW_0\) is 10 % below the true flow at \(a/L=0.23\). The local exponent of \(Q\) in \(a\), at fixed \(L\), rises from 1.00 at \(a/L=0.005\) to 1.92 at \(a/L=10\). For \(a\gg L\) most of the hole lies farther than \(L\) from its rim, the flow lines there are straight, and the authors' rule becomes the leading term.

For a small hole that is filled, the flow can again be proportional to the area, though in general not with the authors' coefficient \(W_0\). Let the filling have length \(h\) and permeability \(\Pi_h\). Taking the activity as uniform at the bottom of the filling, one adds resistances:

\[
\frac1Q\approx\frac{h}{\pi a^2\Pi_h}+\frac1{4\Pi a}.
\]

The first term dominates, and \(Q\propto a^2\), when \(a\ll4h\Pi/(\pi\Pi_h)\). The flux through the hole is then \(\Pi_h/h\), set by the filling and not by the sheet thickness. For \(\Pi_h=\Pi\), \(h=a\) and \(L=30a\), this sum with the image correction gives \(\Pi a/Q=0.565\); the finite-volume value is 0.5765, about 0.0003 high from mesh error at the hole edge, so the converged value is 0.576. The estimate is thus 2 % low there.

**The manuscript's numbers**

For one hole,

\[
4aLW_0=4(0.5\times10^{-6}\,\mathrm m)(10^{-4}\,\mathrm m)(5\ \mathrm{g\,m^{-2}\,day^{-1}})
=1.0\times10^{-9}\ \mathrm{g/day}.
\]

Finite thickness adds 0.22 %. The area rule gives \(\pi a^2W_0=3.9\times10^{-12}\) g/day, too small by a factor of 255. With \(10^6\) holes per m², the sheet transmits \(1.0\times10^{-3}\) g m⁻² day⁻¹. This is ten times the authors' limit, so their conclusion is reversed.

The error also works backwards. From a transmission of \(1.0\times10^{-3}\) g m⁻² day⁻¹ the area rule would infer an open fraction of \(2.0\times10^{-4}\), whereas the holes occupy \(7.9\times10^{-7}\).

Process advice changes too. At fixed hole density, halving the radius halves the leak; it does not quarter it. At fixed total open area, \(N\) equal isolated holes have radii smaller by \(\sqrt N\) than one large hole, and together leak \(N/\sqrt N=\sqrt N\) times as much, to leading order. For 100 holes of 0.5 µm against one of 5 µm the factor is 9.8 instead of 10, because the large hole gains more from finite thickness.

**Does "isolated" apply?**

The leak remains proportional to the number of identical holes only while they do not deplete one another's driving force. With \(n\) holes per area and flow \(Q\) each, the mean flux \(nQ\) raises the mean activity under the film to \(nQL/\Pi=nQ/W_0\). In a mean-field estimate, for holes small compared with their spacing and with \(L\), each hole is driven by the remainder:

\[
Q=Q_1\left(1-\frac{nQ}{W_0}\right)\quad\Longrightarrow\quad
nQ=\frac{nQ_1}{1+nQ_1/W_0},
\]

where \(Q_1\approx4aLW_0\) is the isolated flow. Isolation requires \(4naL\ll1\). Here \(4naL=2\times10^{-4}\), an average reduction of 0.02 % for randomly placed holes; evenly spaced holes, here about \(10L\) apart, affect one another even less. When \(4naL\) is large, the sheet approaches the bare-polymer rate although little of its area is open. As a test, one hole in a closed cylindrical cell of radius \(30a\), with \(L=700a\), has \(Q/(4aLW_0)=0.514\) by finite volumes (about 0.001 low from mesh error) and 0.502 by this formula.

**How far real films depart from the model**

The transmission rate and hole density are rough typical values for PET at 38 °C and 90 % relative humidity and for a film with defects; both vary with material and process. The leak scales directly with each.

One departure is anisotropy, which is plausible in a stretched polymer film. Let the in-plane and through-plane permeabilities be \(\Pi_r\) and \(\Pi_z\). The stretched depth \(z'=z\sqrt{\Pi_r/\Pi_z}\) restores Laplace's equation, and the flux into the polymer becomes

\[
-\Pi_z\frac{\partial u}{\partial z}=-\sqrt{\Pi_r\Pi_z}\,\frac{\partial u}{\partial z'} .
\]

The hole radius is unchanged, so \(Q=4a\sqrt{\Pi_r\Pi_z}\) in deep polymer. Bare-sheet transmission measures only \(\Pi_z=LW_0\). An assumed ratio \(\Pi_r/\Pi_z=2\) would raise the leak by 41 %.

A hole filled with matter as permeable as the polymer would add at least 6 % to the resistance at \(a=0.5\) µm, and would supply about half the total at \(a=32\) nm. Both figures come from the series sum above. The first is a lower bound, because assuming a uniform activity at the bottom of the filling can only lower the resistance. In a gas-filled hole, transport through and above the hole adds about \(10^{-5}\) of the polymer resistance, and still less than \(10^{-3}\) at \(a=5\) nm. The resistance of the gas therefore does not rescue the area rule at these sizes. The 5 nm figure holds only while the hole stays gas-filled: at 38 °C and 90 % relative humidity the Kelvin radius for a wetting wall is about 5 nm (cylindrical meniscus) to 9 nm (hemispherical meniscus), so a hole that small may hold condensed water.

A permeability that depends only on the local activity changes nothing for a single open hole: \(\psi=\int_0^u\Pi\,du'\) obeys Laplace's equation with the same boundary conditions, and \(W_0=\psi(1)/L\), provided \(W_0\) is measured at the same humidities. Swelling, fast diffusion along the film–polymer interface and the initial transient are not sized. Transmission through the intact alumina must be added to the pinhole leak.

**Recommendation**

For open holes with \(a\ll L\), such as theirs, the authors should replace \(\pi a^2W_0\) by \(4aLW_0/(1-\beta a/L)\), report the hole radii as well as the total open area, and withdraw the claim that the pinholes are negligible. The inputs of the numerical example are set in the numerical check.

## Values computed for the example and the checks

```
deep-polymer flow / (permeability*a), R=1.5a: 4.0000
same through hemisphere R=5a: 4.0000
activity on axis at depth a, 10a: 0.500, 0.063
beta = 2 ln2/pi: 0.4413
a/L | Q/(4aLW0) | finite volumes | Q/(pi a^2 W0)
 0.05 | 1.0225 | 1.0209 | 26.039
 0.20 | 1.0959 | 1.0943 | 6.977
 1.00 | 1.5958 | 1.5939 | 2.032
 5.00 | 4.6490 | 4.6473 | 1.184
exponent of Q in a at a/L=0.005: 1.002
exponent of Q in a at a/L=10: 1.916
a/L where 4aLW0 is 10 % too small: 0.229
flow ratio when L goes 20a -> 40a: 0.9889
filled hole h=a, resistance*permeability*a: 0.5765
its lower and upper bounds: 0.5646, 0.5848
radius a->2a, long filled hole (h=20a): flow x 3.853
radius a->2a, open hole: flow x 2.023
crowded holes, flow/(4aLW0), finite volumes: 0.514
crowded holes, same from series formula: 0.502
in-plane permeability x4: flow/(4aLW0) 2.019, formula 2.022
leaky film: total flow 6.336, sum of parts 6.350
EXAMPLE a = 0.50 um, L = 100 um, h = 25 nm
W0 = 5.0 g/m2/day, holes = 100 per cm2, T = 311.15 K
leak per hole: 1.002e-09 g/day
area rule per hole: 3.927e-12 g/day
true leak / area rule: 255.2
leak per film area: 1.002e-03 g/m2/day
area rule per film area: 3.927e-06 g/m2/day
open area fraction, true: 7.854e-07
open area fraction inferred by area rule: 2.004e-04
leak after halving the radius / before: 0.4994
one hole of radius 5.0 um: 1.023e-08 g/day
100 holes of radius 0.5 um / that one: 9.80
vapour density: 41.4 g/m3, mean speed: 605 m/s
polymer permeability on gas basis: 1.40e-10 m2/s
finite-thickness correction: 0.221 %
crowding correction 4naL: 0.020 %
gas-side resistance share, a = 0.5 um: 7.8e-06
gas-side resistance share, a = 5 nm: 6.8e-04
polymer-like filling, added resistance: 6.37 %
radius where such a filling takes half: 31.8 nm
in-plane/through-plane ratio 2: leak x 1.414
```
